# Conductance and Wilson ratio of an SU(4) quantum dot

**The system.** A quantum dot has one level for each of $N=4$ flavours $m$, for instance the combinations of spin and valley. Its Hamiltonian is

$$H_{\rm dot}=\varepsilon_d\sum_m n_m+U\sum_{m<m'}n_mn_{m'},\qquad n=\sum_m\langle n_m\rangle .$$

Electrons tunnel between the dot and a left and a right lead with real amplitudes $V_L$ and $V_R$. Tunnelling conserves the flavour, and the amplitudes are the same for all flavours. The lead bands are flat and much wider than $|\varepsilon_d|$, $U$ and the level width. With $\nu_0$ the density of states per flavour in each lead, define

$$\Delta_L=\pi\nu_0V_L^2,\qquad \Delta_R=\pi\nu_0V_R^2,\qquad \Delta=\Delta_L+\Delta_R .$$

These are half-widths. Energies are measured from the Fermi level, $\hbar=1$, and the temperature is zero unless stated otherwise. Assume that the ground state is a Fermi liquid connected continuously to the one at $U=0$ and that it keeps the SU(4) symmetry. The retarded self-energy due to $U$ then satisfies $\mathrm{Im}\,\Sigma(0)=0$: an electron at the Fermi level has no energy with which to create electron-hole pairs.

## Part (a): occupation and phase shift

**Question.** Write down the retarded Green's function of the dot. Find the relation between $\langle n_m\rangle$ and the phase of this function at the Fermi level, and evaluate that phase for total occupation $n$.

**Answer.** Eliminating the leads adds to the dot level the term

$$\sum_{a=L,R}V_a^2\int\frac{\nu_0\,d\varepsilon}{\omega-\varepsilon+i0^+}=-i\Delta .$$

The real part vanishes because, in a wide flat band, the contributions from above and below $\omega$ cancel. Hence

$$G_m(\omega)=\frac{1}{\omega-\varepsilon_d+i\Delta-\Sigma_m(\omega)},\qquad \langle n_m\rangle=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^{0}G_m(\omega)\,d\omega .$$

Since $\partial_\omega G_m^{-1}=1-\partial_\omega\Sigma_m$, multiplication by $G_m$ gives

$$G_m=\partial_\omega\ln G_m^{-1}+G_m\,\partial_\omega\Sigma_m. \tag{1}$$

The last term contributes nothing to $\langle n_m\rangle$. To see this, rotate its integral to the imaginary axis. The functions are analytic in the upper half-plane and the integrand falls off fast enough to drop the arc, so

$$\int_{-\infty}^0 G_m\partial_\omega\Sigma_m\,d\omega=-\int_0^\infty G_m(i\omega)\frac{d\Sigma_m(i\omega)}{d\omega}\,d\omega .$$

Here $dz\,\partial_z\Sigma=d\omega\,d\Sigma(i\omega)/d\omega$, and the minus sign comes from the direction $i\infty\to0$. Because $G_m(-i\omega)=G_m(i\omega)^*$, and likewise for $\Sigma_m$, the imaginary part of the right side is

$$-\frac{1}{2i}\int_{-\infty}^{\infty}G_m(i\omega)\frac{d\Sigma_m(i\omega)}{d\omega}\,d\omega .$$

The self-energy is the functional derivative of the Luttinger–Ward functional $\Phi[G]$, the sum of closed skeleton diagrams. The interaction conserves each flavour separately, so the frequencies on all lines of flavour $m$ can be shifted by a common amount without changing $\Phi$. An infinitesimal shift gives

$$0=\int_{-\infty}^{\infty}\Sigma_m(i\omega)\frac{dG_m(i\omega)}{d\omega}\,d\omega=-\int_{-\infty}^{\infty}G_m(i\omega)\frac{d\Sigma_m(i\omega)}{d\omega}\,d\omega .$$

The integration by parts has no boundary term at infinity, where $G_m\Sigma_m\to0$. At $\omega=0$ the function $G_m$ jumps, but its jump is included in $dG_m/d\omega$, and $\Sigma_m$ is continuous there because $\mathrm{Im}\,\Sigma_m(0)=0$. This is where the Fermi-liquid assumption enters.

Only the logarithm in (1) remains. The imaginary part of $G_m^{-1}$ is positive, so its argument stays between $0$ and $\pi$. It equals $\pi$ at $\omega\to-\infty$; call it $\theta_m$ at $\omega=0$. Then

$$\langle n_m\rangle=-\frac{\theta_m-\pi}{\pi}=\frac{\delta_m}{\pi},\qquad \delta_m\equiv\pi-\theta_m .$$

From $G_m^{-1}(0)=-[\varepsilon_d+\Sigma_m(0)]+i\Delta$ it follows that

$$\cot\delta_m=\frac{\varepsilon_d+\Sigma_m(0)}{\Delta},\qquad G_m(0)=-\frac{\sin\delta_m}{\Delta}\,e^{i\delta_m}. \tag{2}$$

This is the Friedel sum rule. A deep level has $\delta_m\to\pi$ and is full; a high level has $\delta_m\to0$ and is empty. With SU(4) symmetry each flavour holds $n/4$ electrons, so

$$\delta=\frac{\pi n}{4}.$$

In a band of finite width, $n$ must be replaced by the whole charge displaced by the dot, including the change in the leads.

## Part (b): conductance

**Question.** Find the linear conductance as a function of $n$, including the effect of unequal leads. Evaluate it at integer filling. Does it still depend only on $n$ if the flavour symmetry is broken?

**Answer.** For each flavour, the dot couples to one combination of lead states,

$$|e\rangle=\frac{V_L|L\rangle+V_R|R\rangle}{\sqrt{V_L^2+V_R^2}} .$$

The orthogonal combination $|o\rangle$ is not scattered. The scattering amplitude in channel $e$ follows from its T-matrix, $(V_L^2+V_R^2)G_m$:

$$S_e=1-2\pi i\nu_0(V_L^2+V_R^2)G_m(0)=1-2i\Delta G_m(0).$$

Inserting (2) gives

$$S_e=1+2i\sin\delta\,e^{i\delta}=1+(e^{i\delta}-e^{-i\delta})e^{i\delta}=e^{2i\delta}.$$

Its modulus is one. All the outgoing probability is therefore in the elastic one-electron channel, and the Landauer formula applies at zero temperature and vanishing bias even though the dot interacts.

Now return to left and right. The $S$-matrix is the identity plus $(e^{2i\delta}-1)|e\rangle\langle e|$, so the transmission amplitude is

$$S_{RL}=\frac{V_LV_R}{V_L^2+V_R^2}\,(e^{2i\delta}-1).$$

Using $|e^{2i\delta}-1|^2=4\sin^2\delta$ and $V_a^2\propto\Delta_a$, the transmission probability is

$$|S_{RL}|^2=\frac{4\Delta_L\Delta_R}{\Delta^2}\sin^2\delta .$$

The four flavours conduct in parallel. With $\delta=\pi n/4$,

$$\boxed{\mathcal G=\frac{e^2}{h}\,\frac{4\Delta_L\Delta_R}{(\Delta_L+\Delta_R)^2}\;4\sin^2\frac{\pi n}{4}} \tag{3}$$

For equal leads the first fraction is one, and the conductance is $2$, $4$ and $2\,e^2/h$ at $n=1$, $2$ and $3$. It vanishes for an empty or full dot. If $\Delta_L=4\Delta_R$, the fraction is $16/25=0.64$ and reduces all these values alike.

If the symmetry is broken but flavour is still conserved, the sum rule holds for each flavour separately. For equal leads the conductance is then $(e^2/h)\sum_m\sin^2(\pi\langle n_m\rangle)$, which is not a function of $n$ alone. At $n=2$, four half-filled flavours give $4\,e^2/h$, while two full and two empty flavours give zero.

At $n=1$ the occupations $(\tfrac14,\tfrac14,\tfrac14,\tfrac14)$ and $(\tfrac12,\tfrac12,0,0)$ both give $2\,e^2/h$. A conductance of $2\,e^2/h$ therefore does not by itself identify SU(4) symmetry.

## Part (c): susceptibilities and specific heat

**Question.** Near the Fermi level, let the phase shift of a quasiparticle with energy $E$ be

$$\delta_m(E)=\delta+\alpha E-\varphi\sum_{m'\ne m}\delta n_{m'} , \tag{4}$$

where $\delta n_{m'}$ is the change in the number of quasiparticles of flavour $m'$. Find the responses $\chi_{mm'}=-\partial\langle n_m\rangle/\partial\varepsilon_{m'}$ to shifts of the individual dot levels, and the dot's contribution to the specific-heat coefficient. Then express the Wilson ratio through $\alpha$ and $\varphi$.

**Answer.** Equation (4) is the leading expansion in $E$ and $\delta n$. The coefficient $\alpha$ describes the energy dependence of elastic scattering, and $\varphi$ the interaction between quasiparticles of different flavours at the dot. Flavour symmetry makes both coefficients independent of the labels. No term with $m'=m$ appears at this order: all scattered quasiparticles belong to the single channel $e$, and for an energy-independent interaction between two quasiparticles of the same flavour the direct and exchange contributions cancel.

Place the system in a large but finite volume, and let $\nu$ be the number of levels of one flavour per unit energy in channel $e$. The product $\varphi\nu$ stays finite as the volume grows.

*Susceptibilities.* Raise the chemical potential of flavour $m$ by $\mu_m$. This is equivalent to lowering all one-particle energies of that flavour, in the dot and in the leads, by $\mu_m$. Moving the edges of a wide flat band does not affect the dot, so the change in the dot is the same as for $\varepsilon_m\to\varepsilon_m-\mu_m$ alone. Therefore

$$\chi_{mm'}=\frac{\partial\langle n_m\rangle}{\partial\mu_{m'}} .$$

The levels of flavour $m'$ are now filled up to $E=\mu_{m'}$. In a large volume this adds $\delta n_{m'}=\nu\mu_{m'}$ quasiparticles. The phase shift at the new Fermi level is

$$\delta_m(\mu_m)=\delta+\alpha\mu_m-\varphi\nu\sum_{m'\ne m}\mu_{m'} .$$

The sum rule $\langle n_m\rangle=\delta_m/\pi$ holds for each flavour, so differentiation gives

$$\chi_{\rm same}\equiv\chi_{mm}=\frac{\alpha}{\pi},\qquad \chi_{\rm other}\equiv\chi_{m\ne m'}=-\frac{\varphi\nu}{\pi}. \tag{5}$$

For repulsion one expects $\varphi>0$, since adding electrons of one flavour pushes the others out. The data of part (e) show this sign.

*Specific heat.* In a sphere of radius $\ell$, the allowed wavenumbers satisfy $k\ell+\delta_m(E)=\pi j$ with integer $j$. The number of levels below $E$ therefore contains the extra term $\delta_m(E)/\pi$, and the dot adds the density of states

$$\rho=\frac1\pi\frac{d\delta_m}{dE}=\frac{\alpha}{\pi}=\chi_{\rm same} \tag{6}$$

per flavour. The thermal energy of independent fermions gives $\gamma=\tfrac{\pi^2}{3}k_B^2N\rho$. The interaction does not change this coefficient. Thermal excitation moves quasiparticles from below to above the Fermi level and changes their total number only at order $T^2$. The interaction energy is bilinear in these changes, hence of order $T^4$, while the term that sets $\gamma$ is of order $T^2$.

*Wilson ratio.* Apply a field $b$ that shifts flavour $m$ by $-bs_m$, with $\sum_ms_m=0$. Since $\sum_{m'\ne m}s_{m'}=-s_m$,

$$\delta\langle n_m\rangle=b\Big(\chi_{\rm same}s_m+\chi_{\rm other}\sum_{m'\ne m}s_{m'}\Big)=b\,(\chi_{\rm same}-\chi_{\rm other})\,s_m .$$

The dot's polarization is $\sum_ms_m\delta\langle n_m\rangle=b(\chi_{\rm same}-\chi_{\rm other})\sum_ms_m^2$. For free conduction electrons the corresponding result is $b\nu\sum_ms_m^2$, and their specific-heat coefficient is $\tfrac{\pi^2}{3}k_B^2N\nu$. The Wilson ratio compares the relative contributions of the dot to the two quantities:

$$R=\frac{\chi_s/\chi_s^{0}}{\gamma/\gamma^{0}}=\frac{(\chi_{\rm same}-\chi_{\rm other})/\nu}{\rho/\nu}=1+\frac{\varphi\nu}{\alpha}. \tag{7}$$

Without interaction $\varphi=0$ and $R=1$.

## Part (d): the Kondo limit

**Question.** Suppose that $U\gg\Delta$ and the dot is held in the middle of a charge plateau with $n=1$, $2$ or $3$. Find $R$. How is the result modified if charge fluctuations are not quite frozen?

**Answer.** Shift all four dot levels together by $-\mu$. The occupation of each flavour changes by

$$\delta\langle n_m\rangle=\mu\,[\chi_{\rm same}+(N-1)\chi_{\rm other}] .$$

On the plateau the charge is pinned by the energy needed to add or remove an electron, while the flavour can still fluctuate. The bracket is then negligible compared with $\chi_{\rm same}$. By (5),

$$\alpha-(N-1)\varphi\nu=0\quad\Longrightarrow\quad \frac{\varphi\nu}{\alpha}=\frac1{N-1},$$

and (7) becomes

$$\boxed{R=1+\frac1{N-1}=\frac{N}{N-1}=\frac43\quad(N=4)} \tag{8}$$

The integer $n$ fixes the phase shift, and hence the conductance, but it does not enter $R$. The cases $n=0$ and $n=4$ are excluded because an empty or full dot has no flavour degree of freedom. For $N=2$ the same formula gives $R=2$. Thus the two states in part (b) that share a conductance of $2\,e^2/h$ at $n=1$ have different Wilson ratios in their Kondo limits.

To measure the remaining charge response, define

$$\kappa=\frac{\chi_{\rm same}+(N-1)\chi_{\rm other}}{\chi_{\rm same}} .$$

Then $\chi_{\rm other}/\chi_{\rm same}=-(1-\kappa)/(N-1)$, and (6) and (7) give

$$R=1-\frac{\chi_{\rm other}}{\chi_{\rm same}}=1+\frac{1-\kappa}{N-1}. \tag{9}$$

Free electrons have $\kappa=1$ and frozen charge has $\kappa=0$. Integer filling by itself is not enough: at $U=0$ a half-filled dot has $n=2$ but $R=1$.

## Part (e): a numerical example

**Question.** The model was solved by the numerical renormalization group with $\Delta=0.02D$, where $D$ is the half-bandwidth. For the strong interaction below, $U=0.25D$ and $|\varepsilon_d|$ reaches $0.38D$, so the band is only moderately wide; reducing $\Delta/D$ by factors up to 8 at fixed $U/\Delta$ changes the effective width at half filling by a few per cent at most. The bath was represented by a logarithmic chain with discretization parameter 8, cut off at 12 sites per flavour with the dot included. The occupation $n$ was calculated from the ground-state wavefunction.

Independently, the energies for adding and removing one electron were matched to those of a free resonant level on the same chain. This gives an effective level position $\tilde\varepsilon$ and half-width $\tilde\Delta$, and hence the phase shift. The widths were taken from shorter chains, with 8 sites per flavour for the weak interaction below and 10 for the strong one.

At half filling, $\varepsilon_d=-3U/2$, one dot level was raised by a small field: $0.05\Delta$ for the weak interaction and $0.01\Delta$ for the strong one. Dividing the changes of $\delta_m/\pi$ from $1/2$ by the field, with a minus sign, gave these susceptibilities in units of $1/\Delta$:

| $U/\Delta$ | $\tilde\Delta/\Delta$ | $\chi_{\rm same}$ | $\chi_{\rm other}$ |
|---|---|---|---|
| 0.942 | 0.954 | 0.338 | −0.060 |
| 12.57 | 0.268 | 1.213 | −0.400 |

Two further points have $U=12.57\Delta$. At $\varepsilon_d=-U/2$ the occupation is $n=1.045$, and at $\varepsilon_d=0$ it is $n=0.484$. Find $\rho$ and $R$ at half filling, and the conductance with equal leads at the two further points. Compare with parts (a) to (d).

**Answer.** The effective level has $\cot\delta(E)=(\tilde\varepsilon-E)/\tilde\Delta$. Differentiation gives $-\delta'(E)/\sin^2\delta=-1/\tilde\Delta$, so

$$\rho=\frac{\sin^2\delta}{\pi\tilde\Delta} .$$

*Strong interaction, half filling.* Here $\delta=\pi/2$ and

$$\rho=\frac{1}{\pi\times0.268\,\Delta}=\frac{1.19}{\Delta},\qquad \frac{\chi_{\rm same}}{\rho}=\frac{1.213}{1.188}=1.02 .$$

Equation (6) requires the second number to be one, so the numerical data satisfy it to 2%. The Wilson ratio from its definition is

$$R=\frac{1.213+0.400}{1.188}=1.36 ,$$

which is 2% above $4/3$. The form $1-\chi_{\rm other}/\chi_{\rm same}$, which does not use the width, gives $1.33$. The charge response is small, $\kappa=0.01$, as the Kondo limit requires. With $\kappa>0$, equation (9) puts $R$ slightly below $4/3$, so the excess in $1.36$ is numerical error; it goes with the 2% violation of (6). The finite chain, the discretized bath and the truncation of the many-body spectrum, of which only some 400 to 650 states were kept at each step, may all contribute; these data do not separate their effects. The absolute values are less accurate than the ratios. With 900 to 1200 states kept, the same chain gives $\tilde\Delta/\Delta\approx0.25$ instead of $0.268$, that is $\rho\approx1.29/\Delta$, and other discretizations give $0.24$ to $0.26$, while $R$ on the longest chains stays at $1.33$ to $1.34$.

*Weak interaction, half filling.* Now $\rho=0.334/\Delta$ and

$$R=\frac{0.338+0.060}{0.334}=1.19 .$$

The charge is far from frozen: $\kappa=0.47$. Equation (9) gives $R=1+0.53/3=1.18$, in agreement to about 1%. Both dots have $n=2$ and a conductance close to $4\,e^2/h$, but they have different Wilson ratios.

*Near quarter filling.* For $n=1.045$, equation (3) gives

$$\mathcal G=4\sin^2\!\Big(\frac{\pi\times1.045}{4}\Big)\frac{e^2}{h}=2.14\,\frac{e^2}{h}=83.0\ \mu\mathrm S ,$$

with $e^2/h=38.74\ \mu$S. The phase shifts give $2.16\,e^2/h$ directly. The conductance exceeds $2\,e^2/h$ because $n$ is slightly above one at this level position. A traceless field of $\pm0.01\Delta$ on two pairs of flavours gives $\chi_{\rm same}-\chi_{\rm other}=0.857/\Delta$, while $\rho=0.636/\Delta$. Hence $R=1.35$, close to the half-filling value although the phase shift is about half as large. The excess over $4/3$ is again numerical error, because a positive charge response makes (9) an upper bound $R\le4/3$. Here $\kappa\approx0.02$, which gives $R\approx1.33$, and $\rho$ rises to about $0.68/\Delta$ when more states are kept.

*Mixed valence.* For $n=0.484$, equation (3) gives $0.55\,e^2/h$, or $21.3\ \mu$S. The phase shifts give $0.57\,e^2/h$, about 3% more. They correspond to an occupation of $0.491$ instead of $0.484$. A difference of this kind is possible in a band of finite width, where the phase shifts count displaced charge in the leads as well; the discretized bath may also contribute. The sum rule does not require an integer charge, whereas (8) does require a frozen one.

These results need $k_BT$ well below the energy over which the phase shift varies. For $\cot\delta(E)=(\tilde\varepsilon-E)/\tilde\Delta$ the expansion about $E=0$ is limited by the distance to the points $\tilde\varepsilon\pm i\tilde\Delta$, which is $\sqrt{\tilde\varepsilon^2+\tilde\Delta^2}=\tilde\Delta/\sin\delta$ and equals $1/\alpha$ at half filling. For the strongly interacting half-filled dot this is about $0.25\Delta$. At half filling, thermal averaging of the elastic transmission alone lowers the conductance by 3% at $k_BT=0.1\tilde\Delta$. At higher temperatures inelastic scattering and the energy dependence of $\delta$ can no longer be neglected.
